# Converting the MS-bar and on-shell electromagnetic couplings at the Z mass: test program

```python
"""
Result under test (one loop, fermion masses far below M_Z):
  1/alpha_os - 1/alpha_ms = K/pi,
  K = 100/27 - 1/6 - (7/4) ln(M_Z^2/M_W^2).
alpha_os : on-shell effective coupling at M_Z (3 leptons, 5 quarks)
alpha_ms : MS-bar coupling at mu = M_Z (same fermions and the W, no top)
alpha    : Thomson coupling;  d = 4 - 2 eps : space-time dimension
b        : coefficient in 1/alpha = 1/alpha_0 + (b/4pi) Gamma(eps)(...)^eps
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma, beta

# ---------- W and Dirac levels in a magnetic field, unit eB = 1 ----------
def ladder(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def w_levels(extra, nmax=100, k=0.7):
    """Levels, less k^2, of the Euclidean W operator
    O_vu = pi^2 delta_vu - pi_u pi_v + [pi_v, pi_u]
    in d = 2 + extra dimensions; also the number of zero modes."""
    size = nmax + 4
    a = ladder(size)
    one = np.eye(size)
    mom = [(a + a.T) / np.sqrt(2), (a - a.T) / (1j * np.sqrt(2))]
    mom += [k * one] + [0 * one] * (extra - 1)
    dim = 2 + extra
    square = sum(p @ p for p in mom)
    op = np.zeros((dim * size, dim * size), complex)
    for v in range(dim):
        for u in range(dim):
            block = -mom[u] @ mom[v]
            if u == v:
                block = block + square
            if (v, u) == (0, 1):
                block = block + 1j * one
            if (v, u) == (1, 0):
                block = block - 1j * one
            op[v*size:(v+1)*size, u*size:(u+1)*size] = block
    # Complete sets of fixed total angular momentum: no truncation error.
    basis = []

    def add(polarization, level):
        state = np.zeros(size)
        state[level] = 1
        basis.append(np.kron(polarization, state))

    unit = np.eye(dim, dtype=complex)
    aligned = (unit[0] + 1j * unit[1]) / np.sqrt(2)
    opposed = (unit[0] - 1j * unit[1]) / np.sqrt(2)
    for n in range(-1, nmax + 1):
        add(aligned, n + 1)
        if n >= 1:
            add(opposed, n - 1)
        if n >= 0:
            for j in range(2, dim):
                add(unit[j], n)
    proj = np.array(basis).T
    values = np.linalg.eigvalsh(proj.conj().T @ op @ proj)
    zero = np.abs(values) < 1e-6
    return values[~zero] - k**2, int(zero.sum())


def dirac_levels(nmax=100):
    """Levels of (sigma.pi)^2, doubled for four spinor components."""
    size = nmax + 3
    a = ladder(size)
    null = np.zeros_like(a)
    h = np.sqrt(2) * np.block([[null, a.T], [a, null]])
    keep = np.r_[0:nmax + 1, size:size + nmax + 1]
    values = np.linalg.eigvalsh((h @ h)[np.ix_(keep, keep)])
    return np.repeat(values, 2)


def heat_coefficients(levels):
    """Constant and x^2 coefficient of 2x sum exp(-level x)."""
    x = np.linspace(0.2, 0.7, 6)
    trace = np.array([2 * y * np.exp(-levels * y).sum() for y in x])
    powers = np.vander(x**2, 6, increasing=True)
    return np.linalg.solve(powers, trace)[:2]


b_w = {}
for extra in (1, 2, 3):
    d = 2 + extra
    levels, zeros = w_levels(extra)
    assert zeros == 101
    # Physical towers: s = +1, s = -1 and d-3 towers with s = 0.
    for energy, number in ((-1, 1), (1, d - 2), (3, d - 1), (5, d - 1)):
        assert np.sum(np.abs(levels - energy) < 1e-7) == number
    const, coefficient = heat_coefficients(levels)
    assert abs(const - (d - 1)) < 1e-5
    b_w[d] = -2 * coefficient
    assert abs(b_w[d] - ((d - 1) / 3 - 8)) < 1e-4
slope = (b_w[5] - b_w[3]) / 2
b_dirac = heat_coefficients(dirac_levels())[1]
assert abs(b_dirac - 4 / 3) < 1e-4

# ---------- finite parts: the mean over +eps and -eps removes the pole ----
def finite_part(function, eps=1e-3):
    return (function(eps) + function(-eps)) / 2


def pole(eps):
    return gamma(eps) * np.exp(np.euler_gamma * eps)


def w_finite(ratio):
    return finite_part(lambda e: (b_w[4] - 2 * e * slope)
                       * pole(e) * ratio**e)


w_to_z = sc.physical_constants['W to Z mass ratio'][0]
log_zw = -2 * np.log(w_to_z)
for ratio in (1.0, w_to_z**-2, 3.0):
    assert abs(w_finite(ratio) + 7 * np.log(ratio) + 2 / 3) < 2e-4

# ---------- fermion loop: dispersion integral against Feynman integral ----
def dispersion(m, mz):
    """Subtracted real part; tends to ln(mz^2/m^2) - 5/3 for small m."""
    u0 = 4 * m**2 / mz**2

    def spectrum(u):
        return (1 + u / 2) * np.sqrt(max(1 - u, 0.0))

    if u0 > 1:
        return quad(lambda u: spectrum(u) / (u - u0), 0, 1)[0]
    near = quad(spectrum, 0, 2 * u0, weight='cauchy', wvar=u0)[0]
    far = quad(lambda v: spectrum(np.exp(v)) / (1 - u0 * np.exp(-v)),
               np.log(2 * u0), 0, limit=300)[0]
    return near + far


def feynman(m, mz):
    r = mz**2 / m**2
    cuts = [0.0, 0.5]
    if r > 4:
        cuts.insert(1, (1 - np.sqrt(1 - 4 / r)) / 2)
    total = 0.0
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        total += quad(lambda x: 12 * x * (1 - x)
                      * np.log(abs(1 - x * (1 - x) * r)),
                      lo, hi, limit=300)[0]
    return total


mz, mt = 91.19, 173.0       # GeV, rounded inputs
for m in (0.5, 4.8, mt):
    assert abs(dispersion(m, mz) - feynman(m, mz)) < 1e-5
massless = finite_part(lambda e: 6 * beta(2 - e, 2 - e)
                       * np.cos(np.pi * e) * pole(e))
m_small = 0.01
from_dispersion = np.log(mz**2 / m_small**2) - dispersion(m_small, mz)
assert abs(massless - 5 / 3) < 1e-4
assert abs(from_dispersion - 5 / 3) < 1e-5

# ---------- complete couplings assembled from the computed pieces ---------
inv_alpha = 1 / sc.fine_structure
lepton_masses = [sc.physical_constants[n + ' mass'][0] * sc.c**2
                 / sc.e / 1e9 for n in ('electron', 'muon', 'tau')]
charges = [-1, -1, -1, 2/3, -1/3, -1/3, 2/3, -1/3]
colours = [1, 1, 1, 3, 3, 3, 3, 3]
weights = [n * q**2 for n, q in zip(colours, charges)]
charge_sum = sum(weights)


def couplings(quark_masses, scale=1.0):
    masses = [scale * m for m in lepton_masses + list(quark_masses)]
    shift_os = sum(w * dispersion(m, mz)
                   for w, m in zip(weights, masses)) / (3 * np.pi)
    shift_ms = b_dirac * sum(w * np.log(mz**2 / m**2)
                             for w, m in zip(weights, masses)) / (4 * np.pi)
    shift_w = w_finite(w_to_z**-2) / (4 * np.pi)
    return inv_alpha - shift_os, inv_alpha - shift_ms - shift_w


K = 100 / 27 - 1 / 6 - 7 / 4 * log_zw
gap = K / np.pi
set_a = (0.1, 0.1, 0.3, 1.5, 4.8)
set_b = (0.3, 0.3, 0.5, 1.5, 4.8)
os_a, ms_a = couplings(set_a)
os_b, ms_b = couplings(set_b)
os_c, ms_c = couplings(set_a, scale=0.01)
assert abs(os_a - ms_a - gap) < 3e-3      # finite b, c and tau masses
assert abs(os_b - ms_b - gap) < 3e-3
assert abs(os_c - ms_c - gap) < 1e-4      # nearly massless fermions
assert abs(os_a - os_b) > 0.3             # separate values do move

# ---------- comparison with the two quoted values ------------------------
quoted_ms, quoted_os = 127.95, 128.96
quoted_gap = quoted_os - quoted_ms
remainder = quoted_gap - gap
top_shift = -(4 / 3) * dispersion(mt, mz) / (3 * np.pi)
quark_part = 5 / 9 * sum(weights[3:]) / np.pi
alpha_s = 0.12
strong_size = alpha_s / np.pi * quark_part
rounding = 0.005 + 0.005
assert top_shift > 0 and remainder > rounding

print("INPUTS")
print(f"1/alpha (Thomson)                     {inv_alpha:.6f}")
print(f"M_W/M_Z                               {w_to_z:.5f}")
print(f"M_Z, rounded                          {mz:.2f} GeV")
print(f"top mass, rounded                     {mt:.0f} GeV")
print(f"quoted 1/alpha_ms, 1/alpha_os         {quoted_ms}, {quoted_os}")
print("W LOOP FROM DIAGONALIZATION")
for d in (3, 4, 5):
    print(f"b_W in d = {d}                          {b_w[d]:.5f}")
print(f"slope of b_W with d                   {slope:.5f}")
print(f"finite constant of W loop, over 4     {w_finite(1.0)/4:.5f}")
print("FERMION LOOP")
print(f"b of unit-charge Dirac fermion        {b_dirac:.5f}")
print(f"constant from dispersion integral     {from_dispersion:.5f}")
print(f"constant from massless loop           {massless:.5f}")
print(f"sum of N_c Q^2                        {charge_sum:.5f}")
print("CONVERSION")
print(f"fermion term 100/27                   {100/27:.5f}")
print(f"W constant -1/6                       {-1/6:.5f}")
print(f"ln(M_Z^2/M_W^2)                       {log_zw:.5f}")
print(f"W logarithm term                      {-7/4*log_zw:.5f}")
print(f"K                                     {K:.5f}")
print(f"alpha/pi                              {1/(inv_alpha*np.pi):.7f}")
print(f"Delta_ms - Delta_os                   {gap/inv_alpha:.6f}")
print(f"K/pi = gap of inverse couplings       {gap:.4f}")
print("QUARK-MASS TEST (masses u,d,s,c,b in GeV)")
for name, masses, o, m in (("A", set_a, os_a, ms_a),
                           ("B", set_b, os_b, ms_b)):
    print(f"set {name}: {masses}")
    print(f"  1/alpha_os, 1/alpha_ms, gap   {o:.4f}, {m:.4f}, {o-m:.4f}")
print(f"gap, set A with all masses x 0.01     {os_c-ms_c:.5f}")
print("QUOTED PAIR")
print(f"Delta_ms from quoted value            {1-quoted_ms/inv_alpha:.5f}")
print(f"Delta_os from quoted value            {1-quoted_os/inv_alpha:.5f}")
print(f"1/alpha_os predicted from 127.95      {quoted_ms+gap:.3f}")
print(f"1/alpha_ms predicted from 128.96      {quoted_os-gap:.3f}")
print(f"quoted gap                            {quoted_gap:.3f}")
print(f"remainder, quoted minus formula       {remainder:.4f}")
print(f"largest effect of rounding            {rounding:.3f}")
print(f"top loop added to 1/alpha_os          {top_shift:.4f}")
print(f"remainder after top loop              {remainder-top_shift:.4f}")
print(f"alpha_s, round parameter              {alpha_s:.2f}")
print(f"quark part of the gap                 {quark_part:.4f}")
print(f"naive size of strong corrections      {strong_size:.4f}")
print(f"hadronic Delta change closing gap     {remainder/inv_alpha:.6f}")
print("PASS")
```

Output:

```
INPUTS
1/alpha (Thomson)                     137.035999
M_W/M_Z                               0.88145
M_Z, rounded                          91.19 GeV
top mass, rounded                     173 GeV
quoted 1/alpha_ms, 1/alpha_os         127.95, 128.96
W LOOP FROM DIAGONALIZATION
b_W in d = 3                          -7.33333
b_W in d = 4                          -7.00000
b_W in d = 5                          -6.66667
slope of b_W with d                   0.33333
finite constant of W loop, over 4     -0.16667
FERMION LOOP
b of unit-charge Dirac fermion        1.33333
constant from dispersion integral     1.66667
constant from massless loop           1.66666
sum of N_c Q^2                        6.66667
CONVERSION
fermion term 100/27                   3.70370
W constant -1/6                       -0.16667
ln(M_Z^2/M_W^2)                       0.25237
W logarithm term                      -0.44165
K                                     3.09538
alpha/pi                              0.0023228
Delta_ms - Delta_os                   0.007190
K/pi = gap of inverse couplings       0.9853
QUARK-MASS TEST (masses u,d,s,c,b in GeV)
set A: (0.1, 0.1, 0.3, 1.5, 4.8)
  1/alpha_os, 1/alpha_ms, gap   129.1943, 128.2080, 0.9864
set B: (0.3, 0.3, 0.5, 1.5, 4.8)
  1/alpha_os, 1/alpha_ms, gap   129.6190, 128.6327, 0.9864
gap, set A with all masses x 0.01     0.98529
QUOTED PAIR
Delta_ms from quoted value            0.06630
Delta_os from quoted value            0.05893
1/alpha_os predicted from 127.95      128.935
1/alpha_ms predicted from 128.96      127.975
quoted gap                            1.010
remainder, quoted minus formula       0.0247
largest effect of rounding            0.010
top loop added to 1/alpha_os          0.0081
remainder after top loop              0.0166
alpha_s, round parameter              0.12
quark part of the gap                 0.6484
naive size of strong corrections      0.0248
hadronic Delta change closing gap     0.000180
PASS
```
